# Closure and the cancellation of the Friar term in muonic deuterium

## Definitions and conventions

Atomic units are used in the algebra ($\hbar=e=m_e=4\pi\varepsilon_0=1$). The nucleons have equal mass $M$ and separation $\mathbf r$, so the proton sits at $\mathbf R=\mathbf r/2$ from the deuteron centre of mass. The muon, at $\mathbf x$, has reduced mass $m=2Mm_\mu/(2M+m_\mu)$. The Hamiltonian is
$$H=H_d+\frac{p^2}{2m}-\frac{1}{|\mathbf x-\mathbf R|},\qquad H_d=\frac{k^2}{M}+V,$$
with a central force $V$ acting in S waves only. The eigenstates $|N\rangle$ of $H_d$ lie $\omega_N$ above the ground state $|0\rangle$, whose energy is $-B=-\gamma^2/M$. The form factor is $F(q)=\langle0|e^{i\mathbf q\cdot\mathbf R}|0\rangle=1-q^2\langle R^2\rangle/6+\dots$, and $\mathbf Q=\mathbf q/2$. For an $nS$ level the density at the origin is $\varphi^2=m^3/\pi n^3$, and each shift is written $\delta E=m\varphi^2L$ with $L$ a volume. This is the order $\alpha^5$, one power of nuclear size over muonic Bohr radius $1/m$ beyond the radius term. The muon is nonrelativistic and exchanges Coulomb photons only. Coulomb distortion, transverse photons, the D wave, meson currents and nucleon excitation are left out, and the nucleons are points until the section on extended nucleons.

The elastic term does not cancel the whole inelastic term. It cancels the part that does not depend on $\omega_N$, and the larger dipole term survives.

## The elastic term

With the deuteron held in $|0\rangle$ the perturbation is $\Delta V(q)=-4\pi(F-1)/q^2$, with $\Delta V(0)=\tfrac{2\pi}{3}\langle R^2\rangle$. Near the origin the cusp gives $|\varphi(x)|^2=\varphi^2(1-2mx+\dots)$. The constant yields the radius term $\varphi^2\Delta V(0)$. The linear term needs
$$x=\frac4\pi\int_0^\infty\!\frac{dq}{q^2}\,[1-j_0(qx)],$$
which holds because, by parts, $\int_0^\infty(u-\sin u)u^{-3}du=\frac12\int_0^\infty(1-\cos u)u^{-2}du=\pi/4$. Since $\int d^3x\,j_0(qx)\Delta V(x)=\Delta V(q)$,
$$-2m\varphi^2\!\int\! d^3x\,x\,\Delta V=-\frac{8m\varphi^2}{\pi}\!\int\!\frac{dq}{q^2}[\Delta V(0)-\Delta V(q)]=-32m\varphi^2\!\int\!\frac{dq}{q^4}\Big[F-1+\frac{q^2\langle R^2\rangle}{6}\Big].$$
In second order the intermediate momenta are nuclear, far above the atomic momentum $m$, so the muon propagates freely and $\varphi$ is constant. With $d^3q/(2\pi)^3\to q^2dq/2\pi^2$,
$$-\varphi^2\!\int\!\frac{d^3q}{(2\pi)^3}\Delta V(q)^2\frac{2m}{q^2}=-16m\varphi^2\!\int\!\frac{dq}{q^4}(F-1)^2 .$$
Because $(F-1)^2+2(F-1)=F^2-1$, the two add to
$$L_{\rm el}=-16\int_0^\infty\!\frac{dq}{q^4}\Big[F^2-1+\frac{q^2\langle R^2\rangle}{3}\Big].$$
The coordinate form follows from $d^3=\frac{48}{\pi}\int dq\,q^{-4}[j_0(qd)-1+q^2d^2/6]$. Both sides vanish at $d=0$ and are regular, and both have Laplacian $12d$, the right side by $\nabla^2j_0=-q^2j_0$ and the identity above. Averaging $d=|\mathbf R-\mathbf R'|$ over two independent copies of the ground-state density $\rho_0$ gives $\langle j_0\rangle=F^2$ and $\langle d^2\rangle=2\langle R^2\rangle$, so
$$L_{\rm el}=-\frac\pi3\langle r^3\rangle_{(2)},\qquad \langle r^3\rangle_{(2)}=\iint\rho_0(\mathbf R)\rho_0(\mathbf R')\,d^3 .$$

## The inelastic term and closure

For $N\ne0$ the same second-order formula holds with $F-1$ replaced by $\langle N|e^{i\mathbf q\cdot\mathbf R}|0\rangle$ and the denominator raised by $\omega_N$:
$$L_{\rm in}=-\frac8m\int\!\frac{dq}{q^2}\sum_{N\ne0}\frac{|\langle N|e^{i\mathbf q\cdot\mathbf R}|0\rangle|^2}{\omega_N+q^2/2m}.$$
The free propagator requires $\kappa_N=\sqrt{2m\omega_N}\gg m$. Define $\rho_N=\psi_N^*\psi_0$ and $\langle f\rangle_N=\iint\rho_N(\mathbf R)\rho_N^*(\mathbf R')f$. Orthogonality, $\int\rho_N=0$, removes every term that depends on only one of $\mathbf R,\mathbf R'$, so a constant may be subtracted and $L_{\rm in}=-32\pi^2\sum_{N\neq0}\langle G\rangle_N$ with
$$G=\int\!\frac{d^3q}{(2\pi)^3}\frac{e^{i\mathbf q\cdot\mathbf d}-1}{q^4(q^2+\kappa^2)},\qquad \frac1{q^4(q^2+\kappa^2)}=\frac1{\kappa^2q^4}+\frac1{\kappa^4}\Big[\frac1{q^2+\kappa^2}-\frac1{q^2}\Big].$$
The first fraction gives $-d/8\pi\kappa^2$ by the identity for $x$. The bracket transforms to $(e^{-\kappa d}-1)/4\pi d$, from which its value $-\kappa/4\pi$ at $d=0$ is subtracted. Expanding the exponential,
$$4\pi G=\frac{e^{-\kappa d}-1-\kappa^2d^2/2}{\kappa^4d}+\frac1{\kappa^3}=-\frac{d^2}{6\kappa}+\frac{d^3}{24}-\frac{\kappa d^4}{120}+\frac{\kappa^2d^5}{720}-\dots$$
Multiplication by $-8\pi$ gives terms $L_0,L_1,L_2,L_3$. With $\omega\sim\gamma^2/M$ and $d\sim1/2\gamma$, the expansion parameter is $\kappa d\sim s^{-1/2}$, where $s=2M/m$.

In $d^2$ only $-2\mathbf R\cdot\mathbf R'$ survives, which gives the dipole term
$$L_0=-\frac{8\pi}3\sum_{N\ne0}\frac{|\langle N|\mathbf R|0\rangle|^2}{\kappa_N}.$$
In $d^4=(R^2+R'^2)^2-4(R^2+R'^2)\mathbf R\cdot\mathbf R'+4(\mathbf R\cdot\mathbf R')^2$ the first square leaves $2R^2R'^2$, and $(\mathbf R\cdot\mathbf R')^2=T_{ij}T'_{ij}+R^2R'^2/3$ with $T_{ij}=R_iR_j-\delta_{ij}R^2/3$. Writing $O_N=\langle N|O|0\rangle$,
$$L_2=\frac{\pi}{15}\sum_{N\ne0}\kappa_N\Big[\tfrac{10}3|(R^2)_N|^2+4|(T_{ij})_N|^2-8\,{\rm Re}\,(R^2R_i)_N^*(R_i)_N\Big].$$

The term $L_1=-\frac\pi3\sum_{N\ne0}\langle d^3\rangle_N$ carries no $\omega_N$. Completeness gives $\sum_{\rm all}\rho_N(\mathbf R)\rho_N^*(\mathbf R')=\rho_0(\mathbf R)\,\delta(\mathbf R-\mathbf R')$, on which $d^3$ vanishes. The $N=0$ member of the full sum is $\langle r^3\rangle_{(2)}$, so
$$L_1=-\frac\pi3\big[0-\langle r^3\rangle_{(2)}\big]=-L_{\rm el}.$$
No property of $V$ was used. The argument needs one point charge and a complete set of states containing a normalized $|0\rangle$. A ground state rescaled to a different asymptotic normalization, with the continuum left unchanged, does not satisfy it.

Momentum space shows the meaning. Let $|\chi\rangle=e^{i\mathbf q\cdot\mathbf R}|0\rangle$ and $\mathcal R(q)=\langle\chi|(H_d+B+q^2/2m)^{-1}|\chi\rangle$, whose $N=0$ term is $2mF^2/q^2$. Adding the two contributions eliminates $F$:
$$L=L_{\rm el}+L_{\rm in}=-\frac8m\int\!\frac{dq}{q^2}\Big[\mathcal R-\frac{2m}{q^2}\Big(1-\frac{q^2\langle R^2\rangle}3\Big)\Big].$$
Where $q^2/2m\gg\omega$ the deuteron is frozen during the exchange, $\mathcal R\approx(2m/q^2)\langle\chi|\chi\rangle=2m/q^2$, and the muon scatters from a point proton, which has no Friar moment. The recoil energy $Q^2/M$ carried by $\chi$ keeps $\omega/(q^2/2m)$ near $1/s$ at large $q$, so this picture needs $s\gg1$ as well as $q\gg\kappa$. What remains there is $-\frac{16}3\langle R^2\rangle\int dq/q^2$. It is cut off below $q\sim\kappa$, where the deuteron has time to respond, and so has the size $\langle R^2\rangle/\kappa$ of $L_0$. The step $F^2+(1-F^2)=1$ holds under any $\omega$-independent kernel. This matters because $F$ varies on the scale $q\sim4\gamma$, where a nonrelativistic muon is a poor description, while the dipole term comes mostly from $q\sim\kappa$. Its integrand falls only as $1/(q^2+\kappa_N^2)$, so a tail of about a fifth of it, in the zero-range model below, still lies above the muon rest momentum $m_\mu c$.

## The zero-range model solved exactly

For $V=-\lambda|g\rangle\langle g|$ the geometric series in $V$ sums to $G_0+G_0|g\rangle\tau\langle g|G_0$, with $G_0=M/(k^2+\zeta^2)$, $\zeta^2=\gamma^2+Mq^2/2m=\gamma^2+sQ^2$ and $\tau^{-1}=\lambda^{-1}-\langle g|G_0|g\rangle$. The bound state fixes $\lambda^{-1}=\langle g|G_0|g\rangle_{\zeta=\gamma}$ and $\psi\propto g/(k^2+\gamma^2)$, and $\chi(\mathbf k)=\psi(\mathbf k-\mathbf Q)$. From $\int d^3k\,e^{i\mathbf k\cdot\mathbf r}/(k^2+a^2)=2\pi^2e^{-ar}/r$ and Parseval's theorem,
$$K(a,b)=\!\int\!\frac{d^3k}{(k^2+a^2)(|\mathbf k+\mathbf Q|^2+b^2)}=2\pi^2\!\!\int_0^\infty\!\! dr\,e^{-(a+b)r}j_0(Qr)=\frac{2\pi^2}Q\arctan\frac Q{a+b},$$
and squaring the first denominator gives $K_2(a,b)=-\frac1{2a}\partial_aK=\pi^2/a[(a+b)^2+Q^2]$.

Zero range is $g=1$, with $\psi=\sqrt\gamma/\pi(k^2+\gamma^2)$. The divergence cancels in $\tau^{-1}=4\pi M(\zeta^2-\gamma^2)\int k^2dk/(k^2+\gamma^2)(k^2+\zeta^2)=2\pi^2M(\zeta-\gamma)$. With $\langle\chi|G_0|\chi\rangle=M\gamma K_2(\gamma,\zeta)/\pi^2$ and $\langle g|G_0|\chi\rangle=M\sqrt\gamma K(\gamma,\zeta)/\pi$,
$$\mathcal R=\frac M{(\gamma+\zeta)^2+Q^2}+\frac{2\gamma M}{Q^2(\zeta-\gamma)}\arctan^2\frac Q{\gamma+\zeta}.$$
Also $F=\gamma K(\gamma,\gamma)/\pi^2=(2\gamma/Q)\arctan(Q/2\gamma)=1-q^2/48\gamma^2+\dots$, so $\langle R^2\rangle=1/8\gamma^2$.

Set $\gamma=1$ and $t^2=(\zeta-1)/(\zeta+1)<1$. Then $Q^2/(1+\zeta)^2=t^2/s$, and $s>1$ for any lepton mass because $m<2M$. Integrating $2\arctan y/(1+y^2)$ term by term gives $\arctan^2y=y^2\sum_kb_k(-y^2)^k$ with $b_k=\frac1{k+1}\sum_{j=0}^k\frac1{2j+1}$. Expanding in $Q^2$ at fixed $\zeta$,
$$\mathcal R=\sum_k\mathcal R_k,\qquad \mathcal R_k=\frac{M(-Q^2)^k}{(1+\zeta)^{2k+2}}\Big[1+\frac{2b_k}{\zeta-1}\Big].$$
The term $\mathcal R_0=M/(\zeta^2-1)=2m/q^2$ is the closure value and cancels the $-2m/q^2$ in $L$. For the others put $\xi^2=\zeta^2-1=sQ^2$, so that $dq/q^2=\sqrt s\,d\xi/2\xi^2$, and use
$$1+\zeta=\frac2{1-t^2},\quad \zeta-1=\frac{2t^2}{1-t^2},\quad \xi=\frac{2t}{1-t^2},\quad d\xi=\frac{2(1+t^2)}{(1-t^2)^2}dt .$$
For $k=1$, $b_1=2/3$ and $M/s=m/2$ give $\mathcal R_1=-\frac m2(\zeta+\frac13)/(1+\zeta)^3$, and the subtraction is $2m\langle R^2\rangle/3=m/12$. Since $(1+\zeta)^3-6\zeta-2=(\zeta-1)(\zeta^2+4\zeta+1)$ and $\zeta^2+4\zeta+1=(6-2t^4)/(1-t^2)^2$, the contribution to $L$ is
$$-2\sqrt s\!\int\! d\xi\,\frac{\zeta^2+4\zeta+1}{6(1+\zeta)^4}=-2\sqrt s\!\int_0^1\!\frac{(6-2t^4)(1+t^2)}{48}dt=-\frac{32}{105}\sqrt s .$$
For $k\ge2$ the prefactor is $-\frac{8M}m(-1)^ks^{-k}\frac{\sqrt s}2$ with $M/m=s/2$, and $\xi^{2k-2}/(1+\zeta)^{2k+2}=t^{2k-2}(1-t^2)^4/16$. Restoring $\gamma$,
$$\gamma^3L=-\frac{32}{105}s^{1/2}-2\sum_{k\ge2}(-1)^kJ_k\,s^{3/2-k},$$
$$J_k=\frac18\int_0^1\!t^{2k-2}(1-t^2)^2(1+t^2)\Big[1+b_k\frac{1-t^2}{t^2}\Big]dt .$$
The integrands are positive and bounded uniformly in $k$, so the series converges absolutely for $s>1$ and integration term by term is allowed. With $b_2=23/45$, $J_2=\frac18\big[\frac{32}{315}+\frac{23}{45}\cdot\frac{32}{63}\big]=\frac{128}{2835}$.

Only half-odd powers of $s$ occur, so in this model the total has no $s^0$ term. The first term is the dipole sum. The state $\mathbf R\psi=\frac i2\nabla_k\psi$ is a P wave and hence free, $|\mathbf R\psi|^2=k^2/\pi^2(k^2+1)^4$ and $\kappa=\sqrt{2m(k^2+1)/M}$. The substitution $k=\tan\theta$ gives $\int k^4(k^2+1)^{-9/2}dk=\frac15-\frac17=\frac2{35}$, so $L_0=-\frac{8\pi}3\cdot\frac{\sqrt s}2\cdot\frac4\pi\cdot\frac2{35}=-\frac{32}{105}\sqrt s$. The $k=2$ term is $L_2$, the only term of the kernel series proportional to $\sqrt m$.

The moment that has disappeared is finite. The angular average of $d^3$ is $[(R+R')^5-|R-R'|^5]/10RR'$, which for $R'=vR<R$ is $R^3(1+2v^2+v^4/5)$. The radial density is $4\gamma e^{-4\gamma R}$. Doubling for the two orderings and integrating over $R$,
$$\langle r^3\rangle_{(2)}=\frac{48}{(4\gamma)^3}\!\int_0^1\!\frac{1+2v^2+v^4/5}{(1+v)^5}dv=\frac{48}{64\gamma^3}\Big[\frac{15}{64}+\frac{10}{192}+\frac{\ln2}5-\frac{131}{960}\Big]=\frac{3(3+4\ln2)}{80\gamma^3},$$
where each piece comes from expanding $v^n$ in powers of $1+v$.

## Finite range and nonlocality

The Yamaguchi form $g=1/(k^2+\beta^2)$ gives $\psi=C[(k^2+\gamma^2)^{-1}-(k^2+\beta^2)^{-1}]$. The integrals at $Q=0$ fix $C^{-2}=\pi^2[\gamma^{-1}+\beta^{-1}-4(\gamma+\beta)^{-1}]$, $\lambda^{-1}=M\pi^2/\beta(\beta+\gamma)^2$ and $\tau^{-1}=\lambda^{-1}-M\pi^2/\beta(\beta+\zeta)^2$. Partial fractions in $\psi^2$ and $gG_0$ give
$$\langle\chi|G_0|\chi\rangle=MC^2\Big[K_2(\gamma,\zeta)+K_2(\beta,\zeta)-2\frac{K(\gamma,\zeta)-K(\beta,\zeta)}{\beta^2-\gamma^2}\Big],$$
$$\langle g|G_0|\chi\rangle=MC\,\frac{K(\gamma,\beta)-K(\gamma,\zeta)-K(\beta,\beta)+K(\beta,\zeta)}{\zeta^2-\beta^2},$$
and $F=C^2[K(\gamma,\gamma)-2K(\gamma,\beta)+K(\beta,\beta)]$, whose $q^2$ term supplies $\langle R^2\rangle$.

Closure removes $L_1$ as before, but $L_3=-\frac{8\pi}{720}\,2m\sum\omega_N\langle d^5\rangle_N$ survives. The Laplacian argument with $\nabla^2d^5=30d^3$ gives $d^5=-\frac{1440}\pi\int dq\,q^{-6}[j_0-1+q^2d^2/6-q^4d^4/120]$, hence
$$L_3=32m\!\int\!\frac{dq}{q^6}\big[m_1(q)-\text{its }q^2,q^4\text{ terms}\big],\qquad m_1=\langle\chi|H_d+B|\chi\rangle=\frac{Q^2}M-\lambda\,[h(Q)^2-h(0)^2],$$
with $h=\langle g|\chi\rangle=C[K(\gamma,\beta)-K(\beta,\beta)]$. The kinetic part $Q^2/M$ is removed by the subtraction, and a local potential $V(\mathbf r)$ acting in all partial waves commutes with $e^{i\mathbf q\cdot\mathbf R}$ and adds nothing to $m_1$. $L_3$ therefore measures the failure of the force to commute with the position. Restriction to S waves counts as such a failure even when the radial dependence is local: the Hulthén force $V=-(\beta^2-\gamma^2)e^{-\beta r}/M(e^{-\gamma r}-e^{-\beta r})$ has the same ground state as the Yamaguchi model, and when it acts in S waves only it gives a 2S term $L_3$ of $+2.1\times10^{-7}$ eV at $\beta=6\gamma$, larger than the Yamaguchi value found below.

## Extended nucleons

With nucleon form factors the charge operator is $G_pe^{i\mathbf q\cdot\mathbf R}+G_ne^{-i\mathbf q\cdot\mathbf R}$. Closure now gives its squared modulus in $|0\rangle$, $G_p^2+G_n^2+2G_pG_nF(2q)$, in place of 1, while the elastic form factor is $(G_p+G_n)F$. Hence $L_{\rm el}+L_1=-\frac\pi3\Delta$ with $\Delta=pp+nn+pn$: both photons strike the same nucleon, or one strikes each at separation $\mathbf r$.

Take $G_p=G_D=(1+q^2/\Lambda^2)^{-2}$, so $r_p^2=12/\Lambda^2$, and $G_n=-\langle r_n^2\rangle q^2G_D/6$, so $\rho_n=\frac16\langle r_n^2\rangle\nabla^2\rho_D$. Repeated use of $(q^2+\Lambda^2)^{-n-1}=-\frac1{2n\Lambda}\partial_\Lambda(q^2+\Lambda^2)^{-n}$ on the Yukawa function shows that $G_D^2$ has the density $\Lambda^3e^{-\eta}(3+3\eta+\eta^2)/192\pi$ in $\mathbf y$, with $\eta=\Lambda y$. Moving the Laplacians onto $d^3$, with $\nabla^2d^3=12d$ and $\nabla^4d^3=24/d$,
$$pp=\langle y^3\rangle=\frac{360+2160+5040}{48\Lambda^3}=\frac{315}{2\Lambda^3},\qquad nn=24\Big(\frac{\langle r_n^2\rangle}6\Big)^2\frac{15\Lambda}{48},$$
$$pn=2\cdot\frac{\langle r_n^2\rangle}6\cdot12\,\langle|\mathbf r+\mathbf y|\rangle=4\langle r_n^2\rangle\langle|\mathbf r+\mathbf y|\rangle .$$
The angular average of $|\mathbf r+\mathbf y|$ is $r_>+r_<^2/3r_>$. It exceeds $r$ by an amount that falls as $r$ grows, so $|pn|>4|\langle r_n^2\rangle|\langle r\rangle$. The $pp$ moment comes from $q\sim\Lambda$, where the nonrelativistic muon and an inert nucleon are both doubtful, so $\Delta$ is an estimate of size only. Nucleon size leaves $L_0$ unchanged, because the $d^2$ term is the $q^2$ coefficient of the squared transition amplitude and involves only $G_p(0)=1$ and $G_n(0)=0$. It does change $L_2$ and the higher terms. The dipole amplitude carries the factor $G_p-G_n=1-q^2(r_p^2-\langle r_n^2\rangle)/6+\dots$, which adds $-\frac{8\pi}9(r_p^2-\langle r_n^2\rangle)\sum_N\kappa_N|\langle N|\mathbf R|0\rangle|^2$ to $L_2$. With the 2S inputs below this is $-1.9\times10^{-5}$ eV for Yamaguchi and $-1.2\times10^{-5}$ eV in zero range, as large as the shift from $\Delta$, so $\Delta$ is not the whole nucleon-size effect.

## The 2S level

The CODATA mass energies give $M=9.38919\times10^8$ eV (proton-neutron mean), $m_\mu=1.05658\times10^8$ eV, $m=1.00030\times10^8$ eV and $B=2M-m_d=2.22457\times10^6$ eV. Then $s=18.7727$, $\sqrt s=4.3328$, $1/\gamma=\hbar c/\sqrt{MB}=4.3177\times10^{-5}$ Å and $m\varphi^2=m^4/8\pi=1.07288\times10^{10}$ eV/Å$^3$, so the energy unit is $\epsilon=m\varphi^2/\gamma^3=8.6357\times10^{-4}$ eV. The digits below serve only to display the cancellation inside each model; the totals of the two models differ by a factor 1.6 and the omitted effects are large, so they do not indicate an accuracy for the real atom. In particular $\kappa/m$ is only 29 at the breakup threshold, and replacing the free propagator and constant $\varphi$ by the Coulomb Green function and the 2S wave reduces the dipole term by about 13.5%, a correction of $+2.5\times10^{-4}$ eV for Yamaguchi and $+1.5\times10^{-4}$ eV in zero range. This is comparable to the elastic shift and much larger than $L_2$, $L_3$ or the nucleon-size terms.

In zero range the moment is $0.21647/\gamma^3$ and the elastic shift is $-\frac\pi3(0.21647)\epsilon=-1.9576\times10^{-4}$ eV. The dipole term is $-\frac{32}{105}(4.3328)\epsilon=-1.14031\times10^{-3}$ eV. With $J_2=0.045150$ and $J_3=0.008004$ the next terms are $-2J_2\epsilon/\sqrt s=-1.80\times10^{-5}$ eV and $+2J_3\epsilon/s^{3/2}=+1.7\times10^{-7}$ eV. The series sums to $-1.15814\times10^{-3}$ eV, or $-1.16$ meV. Gauss-Legendre quadrature of the $q$ integral of $\mathcal R-2mF^2/q^2$ gives $-9.6238\times10^{-4}$ eV for the inelastic shift. Removing the dipole term leaves $+1.7793\times10^{-4}$ eV, which is 0.909 of minus the elastic shift. The shortfall from 1 is $L_2$ and the higher terms, since $1.9576-0.1800+0.0017=1.7793$ in units of $10^{-4}$ eV.

For Yamaguchi the round value $\beta=6\gamma$ is chosen, which raises the point radius $\langle R^2\rangle^{1/2}$ from $1.53\times10^{-5}$ Å to $1.94\times10^{-5}$ Å. The $q$ integrals are done by the same quadrature. The P- and D-wave sums in $L_0$ and $L_2$ use free waves and $\mathbf R=\frac i2\nabla_k$, and the monopole sum uses $H_d$ diagonalized on a momentum grid. The elastic shift is $-3.459\times10^{-4}$ eV and the inelastic $-1.5619\times10^{-3}$ eV, a total of $-1.9079\times10^{-3}$ eV, or $-1.91$ meV. The dipole term is $-1.8747\times10^{-3}$ eV and the $L_2$ term $-3.36\times10^{-5}$ eV, which leave $+4.1\times10^{-7}$ eV. The elastic shift is 18% of the dipole term, yet the total exceeds the dipole term by only 1.8% of it. The nonlocal $L_3$ term is $+0.8\times10^{-7}$ eV, about a fifth of that remainder. The rest is mainly the $s^{-3/2}$ term $L_4=\frac{8\pi}{7!}\sum_N\kappa_N^3\langle d^6\rangle_N$, which a multipole sum over the continuum states gives as $+3.4\times10^{-7}$ eV.

For nucleon size, the CODATA $r_p=8.41\times10^{-6}$ Å gives $1/\Lambda=2.427\times10^{-6}$ Å, and $\langle r_n^2\rangle=-1\times10^{-11}$ Å$^2$ is a round value of roughly the measured size. Then $pp=157.5/\Lambda^3=2.25\times10^{-15}$ Å$^3$ and $nn=0.009\times10^{-15}$ Å$^3$. Quadrature over $r$ and $y$ gives $pn=-1.35\times10^{-15}$ Å$^3$ for Yamaguchi, against $4\langle r_n^2\rangle\langle r\rangle=-1.25\times10^{-15}$ Å$^3$. In zero range the pair is $-1.02$ and $-0.86$ in the same unit, and the wider gap agrees with that state lying at smaller $r$. The negative neutron radius makes $pn$ offset part of $pp$. For Yamaguchi $\Delta=2.25+0.01-1.35=0.91\times10^{-15}$ Å$^3$, a shift of $-1.0\times10^{-5}$ eV, about 2.5% of the elastic shift of $-4.1\times10^{-4}$ eV obtained with $(G_p+G_n)F$. Being a difference, $\Delta$ is sensitive to the neutron radius: $\langle r_n^2\rangle=-1.155\times10^{-11}$ Å$^2$ lowers it to $0.71\times10^{-15}$ Å$^3$, the shift to $-0.8\times10^{-5}$ eV and the fraction to 1.9%. In zero range the leftover is $-1.4\times10^{-5}$ eV, about 6% of an elastic shift of $-2.5\times10^{-4}$ eV.

Numerical values quoted here were computed with a short program.
